\section*{Inverse-cube temperature law of classical cascade capture by an attractive centre, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the energy-loss length to the inverse-cube law}

Suppose that the cross-section for electron capture by charged donors in germanium is known at 20 K, and that a lifetime calculation has to be run at 10 K. A power of temperature must be chosen to carry the number from one temperature to the other. An inverse-square law multiplies the cross-section by four, an inverse-cube law by eight, and the calculated lifetime changes accordingly. The choice depends on which length governs capture: the distance between collisions, or the distance over which the carrier gives up its energy. For acoustic phonons these two lengths depend differently on temperature.

Consider a carrier of charge magnitude $e$ and isotropic mass $m$ near a centre that carries one opposite charge. In a host of relative permittivity $\epsilon_r$ its potential energy is
\begin{equation}
U(r)=-\frac{C}{r},\qquad C=\frac{e^2}{4\pi\epsilon_0\epsilon_r}.
\end{equation}
The kinetic energy is $\varepsilon=\hbar^2k^2/2m$, the speed is $v=\hbar k/m$, and the total energy is $E=\varepsilon-C/r$. Far from the centre the carriers have density $n$ and a Maxwell distribution at the lattice temperature $T$. They are non-degenerate, so occupied final states do not hinder scattering. If $J$ carriers are captured per unit time by one empty centre, the cross-section is defined by
\begin{equation}
\sigma=\frac{J}{n\langle v\rangle},
\end{equation}
where $\langle v\rangle$ is the mean thermal speed. This is an average over the thermal distribution, not a cross-section at one incident energy.

The carrier loses energy to longitudinal acoustic phonons of frequency $\omega=sq$, with $s$ the sound speed. A dilation of the lattice shifts the band edge by the deformation constant $E_d$ times the dilation. In a crystal of volume $V$ and mass density $\rho$, a phonon mode has displacement amplitude $\sqrt{\hbar/2\rho V\omega}$, and taking the divergence brings a factor $q$. The squared matrix element for emission is therefore
\begin{equation}
|M_q|^2=\frac{E_d^2\hbar q^2}{2\rho V\omega}(N_q+1),
\end{equation}
where $N_q$ is the phonon occupation. For absorption $N_q+1$ is replaced by $N_q$. The unit term in $N_q+1$ describes spontaneous emission. It has no counterpart in absorption and so produces a systematic loss.

Let $P$ be the spontaneous loss power. Each emission removes $\hbar\omega$. When this is small compared with $\varepsilon$, the final wave vector $\mathbf k'$ can be taken on the sphere $k'=k$. The golden rule then gives the density of final states times an average over their directions. For one spin and one valley, the density per volume and energy is
\begin{equation}
g(\varepsilon)=\frac{4\pi k^2}{(2\pi)^3}\frac{dk}{d\varepsilon}
=\frac{k^2}{2\pi^2}\frac{m}{\hbar^2k}=\frac{mk}{2\pi^2\hbar^2}.
\end{equation}
Spin and valley are taken to be preserved in the scattering. The volume cancels between the matrix element and the number of final states, and
\begin{equation}
P=g\,\frac{2\pi}{\hbar}\left\langle
\frac{E_d^2\hbar q^2}{2\rho\omega}\,\hbar\omega\right\rangle
=g\,\frac{\pi E_d^2\hbar}{\rho}\langle q^2\rangle .
\end{equation}
If $\theta$ is the angle between $\mathbf k$ and $\mathbf k'$, then $q^2=2k^2(1-\cos\theta)$. The cosine averages to zero over the sphere, so $\langle q^2\rangle=2k^2$. Substitution gives
\begin{equation}
P=\frac{mk}{2\pi^2\hbar^2}\,\frac{2\pi E_d^2\hbar k^2}{\rho}
=\frac{E_d^2mk^3}{\pi\rho\hbar}.
\end{equation}

The product $\varepsilon v=\hbar^3k^3/2m^2$ has the same power of $k$. Their ratio is a length,
\begin{equation}
l_0=\frac{\varepsilon v}{P}
=\frac{\hbar^3k^3}{2m^2}\frac{\pi\rho\hbar}{E_d^2mk^3}
=\frac{\pi\hbar^4\rho}{2m^3E_d^2},
\end{equation}
which contains neither the energy nor the temperature. As long as the phonon energies are small compared with $\varepsilon$, the spontaneous part of the loss obeys $d\varepsilon/d(\text{path})=-\varepsilon/l_0$. This is the meaning of a constant energy-loss length. It does not say that a thermal carrier cools steadily: stimulated emission and absorption also exchange energy with the lattice, and in equilibrium they balance the spontaneous loss.

The mean free path $\lambda$ follows from the same matrix element. When $\hbar\omega\ll kT$, equipartition gives $N_q\simeq N_q+1\simeq kT/\hbar\omega$; in the products $kT$ the letter $k$ is Boltzmann's constant. Emission and absorption together contribute twice this factor, and the collision rate is
\begin{equation}
\frac{v}{\lambda}=g\,\frac{2\pi}{\hbar}\,
\frac{E_d^2\hbar q^2}{2\rho\omega}\,\frac{2kT}{\hbar\omega}
=g\,\frac{2\pi E_d^2kT}{\hbar\rho s^2},
\end{equation}
since $q^2/\omega^2=1/s^2$. The angle has dropped out. Scattering is isotropic, and $\lambda$ is also the mean free path for momentum loss. Inserting $g$ and $v=\hbar k/m$ gives
\begin{equation}
\lambda=\frac{\pi\hbar^4\rho s^2}{m^2E_d^2kT},\qquad
\frac{l_0}{\lambda}=\frac{kT}{2ms^2}.
\end{equation}
At higher temperature there are more collisions, but most of the added ones are compensated exchanges. The spontaneous loss per unit path stays the same.

Thomson's argument introduces the radius at which the attraction equals the thermal energy,
\begin{equation}
r_T=\frac{C}{kT}.
\end{equation}
A carrier with thermal kinetic energy that loses about $kT$ well outside this sphere is left bound by much less than $kT$ at most, and thermal exchanges usually free it again. If it loses about $kT$ inside, its total energy can become negative by about $kT$. Capture is thus assigned to effective energy losses within the sphere.

For straight paths the available length is the mean chord. A uniform parallel beam has impact parameters $b$ spread evenly over a disk of radius $r_T$, and the chord at $b$ is $2\sqrt{r_T^2-b^2}$. With $u=r_T^2-b^2$,
\begin{equation}
\bar L=\frac{1}{\pi r_T^2}\int_0^{r_T}2\pi b\,
2\sqrt{r_T^2-b^2}\,db
=\frac{2}{r_T^2}\int_0^{r_T^2}\sqrt u\,du=\frac43r_T .
\end{equation}
Take the chance of an effective loss to be $\bar L/l_0$, which requires $r_T\ll l_0$. The cross-section is the area of the disk times this chance:
\begin{equation}
\sigma=\pi r_T^2\,\frac{4r_T}{3l_0}
=\frac{4\pi}{3}\frac{r_T^3}{l_0}
=\frac{4\pi}{3l_0}\left(\frac{C}{kT}\right)^3 .
\end{equation}
Two powers of $1/T$ come from the target area and one from the path inside it. Since $\langle v\rangle\propto T^{1/2}$, the capture coefficient $c=\sigma\langle v\rangle$ varies as $T^{-5/2}$. Putting $\lambda\propto1/T$ in place of $l_0$ would cancel one power and leave $\sigma\propto T^{-2}$. That replacement would count every collision as if it removed an energy of order $kT$.

The step to $\bar L/l_0$ is heuristic. It ignores the bending of the paths, and it replaces a chain of small gains and losses by one effective event. The radius is also uncertain by a factor: setting $C/r_T=3kT/2$ multiplies $\sigma$ by $(2/3)^3=8/27$. The argument therefore supports the power of temperature but not the coefficient. A calculation of the flow through the bound energies is needed to fix the latter.

Let $f(E)$ be the mean occupation of a state of total energy $E$. Taking $f$ to depend on $E$ alone assumes that directions and orbits are mixed faster than energy is exchanged. The ratio $l_0/\lambda\gg1$ favours this. Consider downward jumps by $\Delta$, with rate $G(N+1)f(E)$, and the reverse jumps, with rate $GNf(E-\Delta)$. Here $G$ is the spontaneous rate per unit energy of the starting level and per unit $\Delta$, summed over the classical states. Because $N/(N+1)=\mathrm e^{-\Delta/kT}$, the net rate for small $\Delta$ is
\begin{align}
&G(N+1)\left[f(E)-\mathrm e^{-\Delta/kT}f(E-\Delta)\right]\nonumber\\
&\quad\simeq G(N+1)\left[f-\left(1-\frac{\Delta}{kT}\right)
\left(f-\Delta f'\right)\right]\nonumber\\
&\quad\simeq G(N+1)\Delta\left(\frac{f}{kT}+f'\right).
\end{align}
The prime means $d/dE$, and a term of second order in $\Delta$ has been dropped in the bracket. A given energy level is crossed by jumps that start within a width $\Delta$ above it, which supplies another factor $\Delta$. With $N+1\simeq kT/\Delta$, the total downward flux is
\begin{equation}
J=B(E)\left(f+kT\frac{df}{dE}\right),\qquad
B(E)=\int G\Delta\,d\Delta=\int g(\varepsilon)P(\varepsilon)\,d^3r .
\end{equation}
The second form of $B$ is the spontaneous loss power summed over the energy shell. The flux vanishes for $f\propto\mathrm e^{-E/kT}$, as equilibrium requires.

Write $g=\gamma\sqrt\varepsilon$, with $\gamma=m^{3/2}/(\sqrt2\pi^2\hbar^3)$. Since $P=\varepsilon\sqrt{2\varepsilon/m}/l_0$, the integrand is $gP=\gamma\sqrt{2/m}\,\varepsilon^2/l_0$. At a bound energy $E=-|E|$ the motion reaches out to $C/|E|$, and $\varepsilon=C/r-|E|$. Hence
\begin{align}
B&=\frac{4\pi\gamma}{l_0}\sqrt{\frac2m}
\int_0^{C/|E|}r^2\left(\frac Cr-|E|\right)^2dr\nonumber\\
&=\frac{4\pi\gamma}{l_0}\sqrt{\frac2m}
\int_0^{C/|E|}(C-|E|r)^2dr
=\frac{4\pi\gamma C^3}{3l_0|E|}\sqrt{\frac2m}.
\end{align}
The last integral uses $u=C-|E|r$, which turns it into $|E|^{-1}\int_0^Cu^2du$.

At $E=0$ the occupation is taken equal to the thermal value $A$ of the surrounding carriers. Diffusion through the crystal must then not limit the supply. The largest diffusive supply to one centre is $4\pi Dr_Tn$, with $D=\lambda\langle v\rangle/3$, and the capture rate found below is this supply times $r_T^2/(l_0\lambda)$. The condition is therefore $r_T^2\ll l_0\lambda$. When $\lambda<l_0$, it is enough that $r_T\ll\lambda$. At great depth the occupation relative to equilibrium is zero, because a carrier that deep is counted as captured. Set $f=A\mathrm e^{-E/kT}\phi$ and $x=|E|/kT=-E/kT$. Differentiating the exponential cancels the term $f$ in the flux, while $d\phi/dE=-(kT)^{-1}d\phi/dx$. With $B=\beta/x$,
\begin{equation}
J=-\frac{A\beta}{x}\mathrm e^{x}\frac{d\phi}{dx},\qquad
\beta=\frac{4\pi\gamma C^3}{3l_0kT}\sqrt{\frac2m}.
\end{equation}
Conservation makes $J$ independent of $x$. Integration from $x$ to infinity, where $\phi=0$, gives
\begin{equation}
\phi(x)=\frac{J}{A\beta}\int_x^\infty y\,\mathrm e^{-y}dy
=\frac{J}{A\beta}(1+x)\mathrm e^{-x}.
\end{equation}
The condition $\phi(0)=1$ yields $J=A\beta$. For the same spin and valley, the free carriers have
\begin{equation}
n\langle v\rangle=A\gamma\sqrt{\frac2m}
\int_0^\infty\varepsilon\,\mathrm e^{-\varepsilon/kT}d\varepsilon
=A\gamma\sqrt{\frac2m}(kT)^2 .
\end{equation}
Division gives
\begin{equation}
\sigma=\frac{J}{n\langle v\rangle}
=\frac{4\pi C^3}{3l_0(kT)^3}.
\end{equation}
In this limit of small energy exchanges, the Thomson formula with $r_T=C/kT$ has the right coefficient as well as the right power. Numerical evaluation of the shell and energy integrals at 10 K, starting from the golden-rule loss power, gives a ratio of 1.00000000 to the formula.

For small energy exchanges, a constant energy-loss length gives $\sigma\propto T^{-3}$, and the flow through the bound energies confirms the coefficient of the Thomson formula with $r_T=C/kT$. It remains to see how far this law holds when the phonon energy is finite, and in the case of germanium.
